# KLI exchange for neon on a radial grid, against OEP and Hartree-Fock

**Question**

I have a radial code for closed-shell atoms. For neon, Hartree-Fock (HF) gives \(-128.5471\) hartree. I then replaced the nonlocal exchange operator by one local potential, the density-weighted average of the orbital exchange potentials, iterated to self-consistency, and put the orbitals into the Hartree-Fock energy expression. That gives \(-128.5007\) hartree, which seems far too high for KLI (Krieger-Li-Iafrate).

What is missing, and what should KLI give? Does the optimized effective potential (OEP) energy have to lie between KLI and Hartree-Fock? My attempt to solve for the KLI constants also ended in a singular matrix.

**Answer**

Your average is the Slater potential. KLI adds one constant per shell, each weighted by that shell's local share of the density, and the matrix is singular because a constant can be added to any potential. Both points come out of the equation for the first-order orbital shifts that enter the OEP condition; KLI itself is an approximation that replaces that condition by a simpler one.

**Energy and exchange operator**

I use Hartree atomic units, a fixed point nucleus with \(Z=10\), no relativity and no correlation. The orbitals are \(u_i(r)Y_{lm}/r\), with real normalised \(u_i\) for \(i=1s,2s,2p\). Let \(g_i=2l_i+1\) and \(\rho=\sum_i g_iu_i^2\), the radial density of one spin. The energy is

\[
E=T-Z\int\frac{2\rho}{r}\,dr+\frac12\int 2\rho\,v_H\,dr+\sum_i g_i\langle i|X|i\rangle ,\qquad v_H(r)=\int\frac{2\rho(r')}{r_>}\,dr' .
\]

The exchange term has the prefactor 1 because two spins cancel the double-counting factor \(\tfrac12\).

To find \(X\), sum over \(m\) in shell \(j\), which gives \((2l_j+1)P_{l_j}(\cos\gamma)/4\pi\), where \(\gamma\) is the angle between \(\mathbf r\) and \(\mathbf r'\). Multiply by the multipole series \(\sum_k (r_<^k/r_>^{k+1})P_k(\cos\gamma)\) and use

\[
P_kP_{l_j}=\sum_L(2L+1)\begin{pmatrix}k&l_j&L\\0&0&0\end{pmatrix}^2P_L,\qquad
\int P_L(\cos\gamma)\,Y_{lm}(\Omega')\,d\Omega'=\frac{4\pi}{2L+1}\,\delta_{Ll}\,Y_{lm}(\Omega).
\]

The factors \(4\pi\) and \(2L+1\) cancel, leaving

\[
(Xu_i)(r)=-\sum_j g_j\sum_k\begin{pmatrix}l_i&k&l_j\\0&0&0\end{pmatrix}^2u_j(r)\int\frac{r_<^k}{r_>^{k+1}}\,u_ju_i\,dr' .
\]

The squared symbols are 1 for s-s (\(k=0\)), 1/3 for s-p (\(k=1\)), and 1/3 and 2/15 for p-p (\(k=0,2\)).

**The OEP condition**

Let the orbitals be eigenfunctions, \(h_iu_i=\varepsilon_iu_i\), with

\[
h_i=-\frac12\frac{d^2}{dr^2}+\frac{l_i(l_i+1)}{2r^2}-\frac Zr+v_H+v_x .
\]

The Fock operator built from the same orbitals is \(F_i=h_i-v_x+X\). A small orbital change gives \(\delta E=4\sum_ig_i\langle\delta u_i|F_i|u_i\rangle\): one factor 2 is spin, the other comes from varying both bra and ket.

If the total local potential changes by \(\delta v\), perturbation theory gives

\[
\delta u_i=\sum_{a\ne i}u_a\frac{\langle a|\delta v|i\rangle}{\varepsilon_i-\varepsilon_a},
\]

with \(a\) running over states of the same \(l\). Since \(\langle a|h_i|i\rangle=0\) for \(a\neq i\), only \(-(v_x-X)\) survives from \(F_i\):

\[
\delta E=-4\int\delta v\,\sum_ig_iu_i\psi_i\,dr,\qquad
\psi_i=\sum_{a\ne i}u_a\frac{\langle a|v_x-X|i\rangle}{\varepsilon_i-\varepsilon_a}.
\]

The best local potential makes this vanish for every \(\delta v\), so OEP requires \(\sum_ig_iu_i\psi_i=0\).

**From OEP to KLI**

Apply \(h_i-\varepsilon_i\) to \(\psi_i\). Each denominator cancels up to a sign, and completeness restores the full function minus its \(u_i\) component:

\[
(h_i-\varepsilon_i)\psi_i=-(v_x-X-c_i)u_i,\qquad c_i=\langle i|v_x-X|i\rangle .
\]

Multiply by \(g_iu_i\) and sum. On the left, subtract \(\psi_i(h_i-\varepsilon_i)u_i=0\). The potential terms cancel, and the second derivatives combine into

\[
-\frac12(u_i\psi_i''-\psi_iu_i'')=-\frac12\frac{d}{dr}(u_i\psi_i'-\psi_iu_i').
\]

With \(W=\sum_ig_i(u_i\psi_i'-\psi_iu_i')\), rearranging gives

\[
\rho\,v_x=\sum_ig_i\left(u_iXu_i+c_iu_i^2\right)+\frac12\frac{dW}{dr}.
\]

This is an identity for any local \(v_x\). KLI drops the last term. Because \(W\) vanishes at both ends, the dropped term integrates to zero, and dropping it means \(W=0\) everywhere. KLI therefore replaces the condition \(\sum_i g_iu_i\psi_i=0\) by \(W=0\):

\[
v_x=v_S+\sum_jc_j\frac{g_ju_j^2}{\rho},\qquad v_S=\frac1\rho\sum_ig_iu_iXu_i .
\]

Your run used \(v_S\) alone.

Nothing in this derivation makes the dropped term small. At the OEP solution, the maximum of \(|W|\) is 1.4 times the largest single-shell contribution, so the shell contributions do not cancel there as they do in KLI. That ratio measures only the cancellation between shells, not the size of \(\tfrac12\,dW/dr\) compared with \(\rho\,v_x\). The justification here is the computed energy.

**The singular matrix**

Take the expectation value of the KLI potential in \(u_i\), and subtract \(\langle i|X|i\rangle\):

\[
c_i-\sum_jM_{ij}c_j=\langle i|v_S|i\rangle-\langle i|X|i\rangle,\qquad M_{ij}=\int u_i^2\,\frac{g_ju_j^2}{\rho}\,dr .
\]

Since \(\sum_jM_{ij}=\int u_i^2dr=1\), equal constants give zero on the left. That is your singular matrix.

The equations are also dependent. Multiply by \(g_i\) and sum over \(i\). The left side vanishes because \(\sum_ig_iM_{ij}=g_j\). The right side vanishes because \(\int\rho v_S\,dr=\sum_ig_i\langle i|X|i\rangle\).

So set \(c_{2p}=0\) and solve the 1s and 2s equations; the 2p equation then holds too. In the remaining \(2\times2\) matrix, each diagonal element exceeds the magnitude of the off-diagonal one by \(M_{i,2p}>0\), so it can be inverted.

The choice \(c_{2p}=0\) fixes the tail. At large \(r\) the 2p shell dominates \(\rho\), so \(v_x\to Xu_{2p}/u_{2p}\). Its \(k=0\) term has weight \(3\cdot\tfrac13=1\) and gives \(-1/r\); the \(k=2\) term falls as \(1/r^3\). The computed \(r\,v_x\) is \(-1.005\) at \(r=10.2\) bohr.

**The radial grid**

Take Gauss-Lobatto-Legendre points \(x_a\) with weights \(w_a\), and map them by

\[
r=\frac{L(1+x)}{1-x+2L/R},\qquad L=1,\quad R=16\ \text{bohr}.
\]

This sends \(x=-1\) to 0 and \(x=1\) to \(R\), where all \(u_i\) are set to zero. Let \(D\) be the matrix of \(d/dx\) on the points, \(r'_q=dr/dx\) at point \(q\), and \(m_a=w_ar'_a\). Since \(\int(du/dr)^2dr=\int(du/dx)^2/r'\,dx\),

\[
K_{ab}=\sum_q\frac{w_q}{r'_q}D_{qa}D_{qb}.
\]

In the variables \(y_a=\sqrt{m_a}\,u_a\), the symmetric matrix to diagonalise for each \(l\) is

\[
H_{ab}=\frac{K_{ab}}{2\sqrt{m_am_b}}+\delta_{ab}\left[\frac{l(l+1)}{2r_a^2}-\frac{Z}{r_a}+v_H(r_a)+v_x(r_a)\right].
\]

For the multipole integrals, put \(Y(r)=r\int(r_<^k/r_>^{k+1})f(r')\,dr'\). For a source at \(r'\), \(Y\) is \((r/r')^{k+1}\) inside and \((r'/r)^k\) outside. Its slope jumps by \(-(2k+1)/r'\), hence

\[
-Y''+\frac{k(k+1)}{r^2}Y=\frac{2k+1}{r}f,\qquad Y(R)=R^{-k}\int r^kf\,dr .
\]

Solve with zero boundary values, then add the multiple of \(r^{k+1}\) that restores \(Y(R)\). After division by \(r\), the kernel is

\[
G^k_{ab}=\frac{(2k+1)(A^{-1})_{ab}}{r_ar_b}+\frac{(r_ar_b)^k}{R^{2k+1}},\qquad A_{ab}=K_{ab}+\delta_{ab}\frac{k(k+1)m_a}{r_a^2},
\]

and the integral at \(r_a\) is \(\sum_bG^k_{ab}m_bf_b\).

Start from \(-(1+9e^{-2r})/r\) as the total potential. Diagonalise for \(l=0,1\), rebuild \(v_H\), \(v_S\) and the constants, mix old and new total potentials half and half, and repeat until the energy settles.

**What neon gives**

With 79 interior points, the constants are \(c_{1s}=1.9616\) and \(c_{2s}=0.2187\) hartree. They matter most in the core: at \(r=0.20\) bohr, \(v_S=-4.44\) but \(v_x=-2.82\) hartree. The KLI energy is

\[
E_{\rm KLI}=128.3892-311.0031+66.1681-12.0991\simeq-128.5448\ \text{hartree}\;(-3497.88\ \text{eV}),
\]

in the order kinetic, nuclear, Hartree, exchange. The rounded terms add to \(-128.5449\); the unrounded total is \(-128.544835\). The constants have lowered your energy by about 44 millihartree.

For 1s and 2s they also explain most of the difference between the KLI and Hartree-Fock orbital energies; for 2p the constant is zero, and the two levels differ by only 0.001 hartree. From \(F_i=h_i-v_x+X\), the Fock expectation value in a KLI orbital is \(\varepsilon_i-c_i\). For 1s this is \(-30.8021-1.9616=-32.7637\) hartree, against the HF level \(-32.7724\). The remainder arises because the HF orbitals are slightly different.

**Where OEP lies**

For OEP, I added a polynomial in \((r-a)/(r+a)\), \(a=0.3\) bohr, to the total KLI potential and minimised \(E\), using the expression for \(\delta E\) above as the gradient. Combinations of polynomials that barely change the orbitals were left out of the search, because they make it ill-conditioned. With that cutoff, degrees 20 and 28 agree to the printed microhartree.

| Orbitals | \(E\) (hartree) |
|---|---|
| KLI | \(-128.5448\) |
| OEP | \(-128.5454\) |
| Hartree-Fock | \(-128.5471\) |

The order is variational. KLI orbitals come from one particular local potential, while OEP minimises over all spherical local potentials, so \(E_{\rm OEP}\le E_{\rm KLI}\). Hartree-Fock minimises the same expression over all orthonormal radial functions, whether or not they share a local potential, so \(E_{\rm HF}\le E_{\rm OEP}\). The argument needs the same energy expression in all three cases. It does not fix the gaps, which are 0.58 millihartree from KLI to OEP and 1.68 from OEP to Hartree-Fock.

In a two-electron closed s shell the gaps close: \(Xu/u\) is itself a local potential, so \(\psi=0\) and the three schemes coincide.

**A warning about the virial check**

Do not use \(E=-T\) to judge a KLI run. Stretching all orbitals uniformly by \(u(r)\to\sqrt\lambda\,u(\lambda r)\) gives \(E(\lambda)=\lambda^2T+\lambda V\), where \(V=E-T\). The stretched orbitals still belong to a local potential, so both OEP and Hartree-Fock are stationary at \(\lambda=1\), which means \(2T+V=E+T=0\). KLI does not minimise \(E\), and here \(E+T=-128.5448+128.3892=-0.156\) hartree.

The energy cost is much smaller. The minimum over \(\lambda\) is \(-V^2/4T\), so rescaling would gain

\[
E+\frac{V^2}{4T}=\frac{(2T+V)^2}{4T}=\frac{(E+T)^2}{4T}\simeq\frac{0.156^2}{4\times128.39}\simeq5\times10^{-5}\ \text{hartree},
\]

less than a tenth of the gap between KLI and OEP.

The numerical check also repeats KLI on a finer, larger grid and compares Hartree-Fock with a separate Gaussian-basis calculation, which lies 0.04 millihartree above the grid value.

## Table of computed values

```
nuclear charge Z = 10
grid: polynomial degree 80, interior points 79, outer radius 16 bohr, map length L = 1 bohr
length a of the OEP search variable = 0.3 bohr
largest multipole kernel error = 1.4e-14 a.u.
KLI kinetic energy = 128.3892 hartree
KLI nuclear energy = -311.0031 hartree
KLI Hartree energy = 66.1681 hartree
KLI exchange energy = -12.0991 hartree
1s: KLI constant 1.96164, KLI level -30.8021, HF level -32.7724 hartree
2s: KLI constant 0.21871, KLI level -1.7073, HF level -1.9304 hartree
2p: KLI constant 0.00000, KLI level -0.8494, HF level -0.8504 hartree
2p condition <v_x - X> in KLI = 2.2e-16 hartree
r = 0.0467 bohr: v_S = -8.9091, v_x(KLI) = -7.0391 hartree
r = 0.1998 bohr: v_S = -4.4446, v_x(KLI) = -2.8244 hartree
r = 0.3480 bohr: v_S = -2.2127, v_x(KLI) = -1.7698 hartree
r = 0.6112 bohr: v_S = -1.7784, v_x(KLI) = -1.7079 hartree
r = 1.0296 bohr: v_S = -1.3133, v_x(KLI) = -1.2514 hartree
r = 2.9327 bohr: v_S = -0.3874, v_x(KLI) = -0.3741 hartree
r*v_x(KLI) at r = 10.220 bohr: -1.0051 a.u.
E(Slater potential, all c_i = 0) = -128.5007 hartree
E(KLI) = -128.544835 hartree = -3497.883 eV
E(KLI), finer grid (degree 95, outer radius 20 bohr) = -128.544835 hartree
E(OEP), search degree 12 = -128.545408 hartree
E(OEP), search degree 20 = -128.545415 hartree
E(OEP), search degree 28 = -128.545415 hartree
E(HF), radial grid = -128.547098 hartree
E(HF), Gaussian basis = -128.547058 hartree
E(KLI) - E(OEP) = 0.58 millihartree
E(OEP) - E(HF) = 1.68 millihartree
E(KLI) - E(HF) = 2.26 millihartree
E + T: HF 1.7e-12, OEP 2.8e-06, KLI -1.6e-01 hartree
relative Wronskian sum: KLI 9.1e-10, OEP 1.4e+00
integrated |density shift|: KLI 2.0e-02, OEP 9.6e-06 electrons
OEP slope at the KLI start: formula 0.03486, finite difference 0.03486 (scaled units)
```
